# Smallest half-width of a straight blister in a compressed thin film

## Problem

A flat elastic film of thickness $h=100$ nm has Young modulus $E=100$ GPa and Poisson ratio $\nu=0.25$. It is bonded to a rigid substrate except over a long straight strip $|y|<b$, where it is already detached. The film carries a compressive stress $\sigma=1$ GPa across the strip. No pressure or adhesion acts under the detached part, and its edges are clamped: neither displacement nor rotation is possible at $y=\pm b$.

1. Above what half-width $b$ can the detached film lift off as a straight blister, whose deflection $w(y)$ does not vary along the strip?
2. Can a shape that varies along the strip buckle at a smaller width?

The numbers are round model parameters, not those of a named material. SI-based units are used.

## First estimate by scaling

Let the film rise by a height $a$ over a width of order $b$. Its slope is of order $a/b$ and its curvature of order $a/b^2$. Per unit area, bending costs an energy of order $Eh^3(a/b^2)^2$. The slope lengthens the film by a fraction of order $(a/b)^2$, which releases an energy of order $\sigma h(a/b)^2$. The height cancels when the two are equated:

$$
\frac{Eh^3}{b^4}\sim\frac{\sigma h}{b^2}
\quad\Longrightarrow\quad
b\sim h\sqrt{\frac{E}{\sigma}}=100\ \text{nm}\times\sqrt{100}=1\ \mu\text{m}.
$$

The estimate gives the dependence on $h$, $E$ and $\sigma$, but not the numerical factor.

## Exact solution for a straight blister

"Exact" here refers to the thin-plate model with small strains and moderate slopes.

**Elastic constants.** A straight blister adds no axial strain. If $s_x$ and $s_y$ are the added axial and transverse stresses, then $0=(s_x-\nu s_y)/E$, so $s_x=\nu s_y$. The added transverse strain is

$$
e=\frac{s_y-\nu s_x}{E}=\frac{1-\nu^2}{E}\,s_y ,
\qquad\text{so}\qquad
s_y=\bar E e,\quad \bar E=\frac{E}{1-\nu^2}.
$$

Bending adds a strain $-zw''$ at distance $z$ from the mid-plane. Its energy per area is

$$
\frac{\bar E}{2}w''^2\int_{-h/2}^{h/2}z^2\,dz=\frac D2w''^2,
\qquad D=\frac{\bar Eh^3}{12}.
$$

**Energy.** With in-plane displacement $u(y)$, the added mid-plane strain is $e=u'+w'^2/2$. The initial stress is $-\sigma$ (tension positive), so the energy change per unit length of strip is

$$
\Delta=\int_{-b}^{b}\left[-\sigma he+\frac{\bar Eh}{2}e^2+\frac D2w''^2\right]dy .
$$

The initial axial stress is absent because there is no added axial strain. Since $u(\pm b)=0$, the integral of $u'$ vanishes and $\int e\,dy=\frac12\int w'^2dy$. The term in $e^2$ is not negative, hence

$$
\Delta\ge\frac12\int_{-b}^{b}\left(Dw''^2-\sigma hw'^2\right)dy. \tag{1}
$$

**The least bending cost.** Put $v=w'$. Clamping gives $v(\pm b)=0$, and $w(b)=w(-b)$ gives $\int v\,dy=0$. Because its end values agree, $v$ continues to a continuous function of period $2b$, with the Fourier series

$$
v=\sum_{n\ge1}\left(a_n\cos\frac{n\pi y}{b}+b_n\sin\frac{n\pi y}{b}\right).
$$

There is no constant term, since the mean is zero. Integrating the squares,

$$
\int v'^2dy=b\sum_{n\ge1}\left(\frac{n\pi}{b}\right)^2(a_n^2+b_n^2)
\ge\left(\frac{\pi}{b}\right)^2\int v^2dy. \tag{2}
$$

Equality needs $n=1$ alone, and $v(\pm b)=0$ then removes the cosine. Thus $w'\propto\sin(\pi y/b)$, and with $w(\pm b)=0$

$$
w=\frac{\xi}{2}\left(1+\cos\frac{\pi y}{b}\right),
$$

where $\xi$ is the height at the centre. For $\xi>0$ this shape is nowhere negative, so the substrate does not obstruct it.

**Threshold.** By (1) and (2), the flat film has the lowest energy if $\sigma h\le D\pi^2/b^2$. If $\sigma h$ is larger, a small deflection of the above shape, with $u$ chosen to make $e$ uniform, lowers the energy: the $e^2$ term is then of order $\xi^4$, while the gain is of order $\xi^2$. The critical stress is therefore

$$
\sigma_c=\frac{\pi^2D}{hb^2}=\frac{\pi^2}{12}\,\bar E\left(\frac hb\right)^2 .
$$

Setting $\sigma_c=\sigma$ and solving for $b$ gives

$$
b_{\min}=\pi h\sqrt{\frac{\bar E}{12\sigma}}
=\pi h\sqrt{\frac{E}{12(1-\nu^2)\sigma}} . \tag{3}
$$

**Height above threshold.** Varying $u$ shows that the compressive force $P=\sigma h-\bar Ehe$ is uniform; varying $w$ gives $Dw''''+Pw''=0$. The cosine shape satisfies this if $P=D\pi^2/b^2=\sigma_ch$. The uniform $e$ equals its own average. Since $w'=-(\pi\xi/2b)\sin(\pi y/b)$ and the mean of $\sin^2$ is $1/2$,

$$
e=\frac12\cdot\frac{\pi^2\xi^2}{4b^2}\cdot\frac12=\frac{\pi^2\xi^2}{16b^2}.
$$

From $\sigma-\sigma_c=\bar Ee$, division by $\sigma_c$ gives

$$
\frac{\sigma}{\sigma_c}-1=\frac34\frac{\xi^2}{h^2},
\qquad
\xi=h\sqrt{\frac43\left(\frac{\sigma}{\sigma_c}-1\right)}. \tag{4}
$$

The height grows continuously from zero.

No taller straight blister survives in equilibrium below the threshold. Multiply $Dw''''+Pw''=0$ by $w$ and integrate by parts: $D\int w''^2dy=P\int w'^2dy$. (A contact force would add nothing, as it acts where $w=0$.) By (2), $P\ge D\pi^2/b^2$. But $e>0$ for any deflected film, so $\sigma h>P$, and hence $b>b_{\min}$.

**Numbers.** The plane-strain modulus is $\bar E=100/(1-0.0625)=106.667$ GPa, and $D=8.889\times10^{-12}$ N m. Then

$$
\frac{\bar E}{12\sigma}=8.8889,\qquad
b_{\min}=\pi\times100\ \text{nm}\times2.9814=936.6\ \text{nm}\approx0.94\ \mu\text{m}.
$$

The full width is $1.87\ \mu$m. A numerical eigenvalue calculation with clamped polynomials also gives 936.6 nm.

Two widths on either side show the change, with film and stress held fixed. At $b=900$ nm, $\sigma_c=1.083$ GPa exceeds the applied 1 GPa, and no straight blister forms. At $b=1200$ nm, $\sigma_c=0.6092$ GPa, and (4) gives

$$
\frac{\xi}{h}=\sqrt{\frac43\left(\frac{1}{0.6092}-1\right)}=0.925,
\qquad \xi=92.5\ \text{nm}.
$$

Numerical minimization of the full energy $\Delta$, with $u$ and $w$ both free and a buckled starting shape, returns $\xi/h=0.0000$ and $0.9248$ for these widths.

## Shapes that vary along the strip

The axial stress now matters. Let the axial compression be $r\sigma$. For a shape $w(x,y)$, periodic along $x$, the argument leading to (1) gives

$$
\Delta\ge\frac12\int\left[D(\nabla^2w)^2-\sigma h\left(w_y^2+r\,w_x^2\right)\right]dx\,dy ,
$$

where subscripts denote derivatives. The Gaussian-curvature part of the bending energy integrates to zero for clamped edges. Different Fourier components along $x$ separate, so it suffices to take $w=f(y)\cos kx$. Integrating by parts with $f(\pm b)=0$, its bending integral is

$$
\int(f''-k^2f)^2dy=\int(f''^2+2k^2f'^2+k^4f^2)\,dy,
$$

and its load integral is $\int(f'^2+rk^2f^2)\,dy$.

**Weak axial compression, $r\le1/2$.** Subtract $(\pi/b)^2$ times the load integral from the bending integral:

$$
\int\left[f''^2-\frac{\pi^2}{b^2}f'^2\right]dy
+k^2\int\left[2f'^2-\frac{r\pi^2}{b^2}f^2\right]dy
+k^4\int f^2dy .
$$

The first integral is not negative by (2). A function vanishing at $\pm b$ has a sine series in $n\pi(y+b)/2b$, so $\int f'^2dy\ge(\pi/2b)^2\int f^2dy$. The second integral is then at least $(\tfrac12-r)(\pi/b)^2\int f^2dy\ge0$. No modulated shape lowers the threshold, and (3) is the minimum among all shapes.

**Equal biaxial compression, $r=1$.** Take the non-negative shape

$$
w\propto\left(1+\cos\frac{\pi y}{b}\right)(1+\cos kx),\qquad q=\left(\frac{kb}{\pi}\right)^2 .
$$

For $f=1+\cos(\pi y/b)$ the integrals of $f''^2$, $f'^2$ and $f^2$ are $\pi^4/b^3$, $\pi^2/b$ and $3b$. In common units, the uniform part contributes 1 to both bending and load. The modulated part contributes $\frac12(1+2q+3q^2)$ and $\frac12(1+3q)$, the factor $\frac12$ being the mean of $\cos^2kx$. The stress at which this shape lowers the energy, relative to $\sigma_c$, is

$$
R(q)=\frac{3+2q+3q^2}{3+3q}.
$$

Setting $R'=0$ gives $(2+6q)(1+q)=3+2q+3q^2$, or $3q^2+6q-1=0$. The positive root is $q=2/\sqrt3-1=0.1547$, where $R=(2+6q)/3=4/\sqrt3-4/3=0.9761$. The threshold stress of this shape is $R\sigma_c=R\sigma(b_{\min}/b)^2$. It equals the applied $\sigma$ at $b=b_{\min}\sqrt R$, so buckling is possible above $936.6\sqrt{0.9761}=925.4$ nm. The bumps of this trial shape repeat every $4.71\ \mu$m.

A trial shape gives an upper bound. A lower bound follows if the substrate is allowed to be penetrated. With $K=kb$, the even solutions are $f=A\cos(py/b)+B\cosh(Ky/b)$, with $p^2+K^2=\sigma hb^2/D$. The clamped conditions

$$
A\cos p+B\cosh K=0,\qquad -Ap\sin p+BK\sinh K=0
$$

give $p\tan p=-K\tanh K$. Numerical minimization over $K$ gives a stress ratio of 0.9393 at $K=1.200$, hence a half-width of 907.8 nm. Odd solutions do not lie lower: the Cauchy–Schwarz inequality puts their threshold at or above $\int(f'^2+k^2f^2)dy/\int f^2dy$ times $D/h$, and this quotient is at least $(\pi/b)^2$ because $f$ also vanishes at $y=0$.

For equal biaxial stress, the flat film therefore ceases to have the lowest energy at a half-width between about 908 and 925 nm. The straight blister still branches from the flat film at 937 nm, but under equal biaxial stress it is not stable just above that width. Its height is then small, so the in-plane forces are nearly those of the flat film, and these already exceed the threshold 0.9393 of the modulated mode. A modulation much smaller than the blister height lowers the energy without touching the substrate.

## Comparison and validity

The scaling estimate replaces the factor $\pi/\sqrt{12(1-\nu^2)}=0.937$ by 1, and so exceeds the exact plate result by about 7% of that result. This closeness comes from the near cancellation of $\pi$ and $\sqrt{12}$; the scaling argument could not predict it. It also cannot tell $E$ from $\bar E$: putting $E$ in place of $\bar E$ in (3) would give 906.9 nm.

Edge restraint matters more. If the edges were held in position but free to rotate, $w=\cos(\pi y/2b)$ would satisfy the buckling equation $Dw''''+\sigma hw''=0$ with $w=w''=0$ at the edges. The threshold would be $\sigma h=D(\pi/2b)^2$, and the minimum half-width would fall to $b_{\min}/2\approx468$ nm.

The two in-plane components of the compression need not be equal for modulation to matter. For general $r$, the stress ratio of the non-negative trial shape above becomes $(3+2q+3q^2)/(3+3rq)$. For small positive $q$ this is below 1 whenever $r>2/3$, so a modulated shape can then buckle at a smaller width than the straight one. For an ideally clamped edge, thin-plate theory omits corrections governed by $(h/b_{\min})^2=0.0114$, which amount to a per cent or two of the width. A real edge is not ideally clamped. Even on a rigid substrate, the film continues over the bonded region and deforms there over a length of order $h$, so the edge rotates somewhat. This lowers the threshold width by a relative amount of order $h/b_{\min}\approx0.1$ rather than $(h/b_{\min})^2$, and an elastic substrate lowers it further, the more so the softer it is. These effects are not calculated here. For a film this thick they can exceed the spread between 908 and 937 nm, so $0.94\ \mu$m is the clamped-plate value and overestimates the threshold width of a real bonded film. The differences between 908, 925 and 937 nm are comparisons within the same plate model.

Equation (3) concerns the buckling of an existing detached strip. It does not say how the strip became detached, or whether the blister will spread; spreading also requires the energy released at the edge to meet the interface toughness. The computed values are collected in the numerical output.

## Numbers as computed

```
film thickness h = 100 nm
Young modulus E = 100 GPa
Poisson ratio nu = 0.25 (no unit)
compressive stress sigma = 1.0 GPa
plane-strain modulus Ebar = 106.667 GPa
bending stiffness D = 8.8889e-12 N m
Ebar/(12 sigma) = 8.8889 (no unit)
square root of that ratio = 2.9814 (no unit)
minimum half-width, formula = 936.64 nm
minimum half-width, Ritz = 936.64 nm
minimum half-width = 0.94 micrometre
minimum full width = 1.87 micrometre
half-width if E wrongly replaces Ebar = 906.9 nm
(h/b_min)^2 = 0.0114 (no unit)
narrow test half-width = 900 nm
its critical stress = 1.0831 GPa
its relaxed height/h = 0.0000 (no unit)
wide test half-width = 1200 nm
its critical stress = 0.6092 GPa
its height/h, energy minimum = 0.9248 (no unit)
its height/h, formula = 0.9248 (no unit)
its peak height = 92.5 nm
equal biaxial stress, thresholds relative to straight mode:
lower bound on stress ratio = 0.9393 (no unit)
K at lower bound = 1.200 (no unit)
upper bound on stress ratio = 0.9761 (no unit)
q at upper bound = 0.1547 (no unit)
lower bound on buckling half-width = 907.8 nm
upper bound on buckling half-width = 925.4 nm
axial wavelength of trial shape = 4.71 micrometre
```
